\section*{Expected Roughness Variance about the Mean Edge of a Finite Line, part 2}

Edge roughness measured about a segment's own mean comes out too small on average, because the mean absorbs part of the roughness. The displacement $x(y)$ from the ensemble-mean edge has zero expectation, variance $\sigma^2$ and covariance $C(u)=\sigma^2e^{-|u|/\xi}$ at separation $u$. On a segment of length $L$, $\bar x$ is the mean of $x$ and $s^2$ the mean square deviation from $\bar x$. Counting pairs of points gives
\begin{equation}
\operatorname{Var}(\bar x)=\frac2{L^2}\int_0^L(L-u)\,C(u)\,du .
\label{eq:pairs}
\end{equation}
With $a=\xi/L$, the fractional deficit $D$ follows:
\begin{equation}
E[s^2]=\sigma^2(1-D),\qquad
D=\frac{\operatorname{Var}(\bar x)}{\sigma^2}=2a-2a^2\left(1-e^{-1/a}\right).
\label{eq:restate}
\end{equation}
For $n$ uncorrelated blocks of length $\ell=L/n$, each with a constant displacement of variance $\sigma^2$, the block result is
\begin{equation}
E[s^2]=\sigma^2\left(1-\frac1n\right)=\sigma^2\left(1-\frac{\ell}{L}\right).
\label{eq:blocks}
\end{equation}
For an edge sampled at $N$ points with pitch $d$, $L=Nd$ and $r=e^{-d/\xi}$, using divisor $N$ in both the mean and the variance, $D$ is replaced by
\begin{equation}
D_N=\frac{1+r}{N(1-r)}-\frac{2r(1-r^N)}{N^2(1-r)^2}.
\label{eq:DN}
\end{equation}
The Gaussian form with the same $1/e$ length is $C(u)=\sigma^2e^{-u^2/\xi^2}$. Its deficit on a long segment is
\begin{equation}
D_{\rm G}\simeq\sqrt\pi\,\frac{\xi}{L}-\frac{\xi^2}{L^2}.
\label{eq:gauss}
\end{equation}
The example has $\sigma=1.2$ nm, $\xi=20$ nm, $L=400$ nm, $d=1$ nm and $N=400$, so $a=0.05$ and $D=0.095$, with $D_N$ nearly equal to $D$. These values are held fixed unless stated otherwise. The predicted $E[s^2]$ is $1.303$ nm$^2$, and the predicted rms wander of $\bar x$ is $0.370$ nm. Two numerical integrals for $\operatorname{Var}(\bar x)$, one over pairs of points and one over the power spectral density in frequency $f$ (cycles per unit length), both confirm $D=0.0950$.

\subsection{Removing a fitted tilt}

A straight-line fit is often subtracted to remove image rotation. The fit also removes real roughness. Use the functions
\begin{equation}
\phi_0=1,\qquad \phi_1(y)=\sqrt{12}\left(\frac yL-\frac12\right),
\end{equation}
which are orthonormal under the average $L^{-1}\int_0^L dy$. The coefficient of $\phi_1$ in the fit is $c_1=L^{-1}\int_0^Lx\phi_1\,dy$. By orthogonality, the residual variance is
\begin{equation}
s_{\rm tilt}^2=\frac1L\int_0^L x^2\,dy-\bar x^2-c_1^2 .
\end{equation}
The additional fractional deficit is $T=E[c_1^2]/\sigma^2$.

With $v=y/L$ and $t=|u|/L$, pair counting gives $T=2\int_0^1A(t)e^{-t/a}\,dt$. The factor two covers both signs of $u$, and $A$ is the overlap of $\phi_1$ with its shifted copy:
\begin{equation}
A(t)=12\int_0^{1-t}\left(v-\frac12\right)\left(v+t-\frac12\right)dv .
\end{equation}
Substitute $w=v+t/2-1/2$. The factors become $w-t/2$ and $w+t/2$, and the limits become $\mp(1-t)/2$. Thus
\begin{align}
A(t)&=12\int_{-(1-t)/2}^{(1-t)/2}\left(w^2-\frac{t^2}{4}\right)dw
=(1-t)^3-3t^2(1-t)
\nonumber\\
&=1-3t+2t^3 .
\end{align}
For $a\ll1$ the upper limit of the $t$ integral can be extended to infinity with an exponentially small error. Using $\int_0^\infty t^ne^{-t/a}\,dt=n!\,a^{n+1}$,
\begin{equation}
T\simeq2\left(a-3a^2+12a^4\right)=2a-6a^2+24a^4 .
\label{eq:tilt}
\end{equation}
At leading order, tilt removal doubles the deficit to $4\xi/L$. In the example $T=0.1000-0.0150+0.0002=0.085$, and the total is $0.180$. A separate matrix calculation, in which a line is fitted to the 400 sampled points, also gives $0.180$.

\subsection{Detection noise and beam averaging}

Suppose that edge detection adds an error of variance $\sigma_n^2$ at each point, independent between points and of the edge. By the block result, mean subtraction leaves a fraction $1-1/N$ of the noise variance. The fractional gain is
\begin{equation}
G=\frac{\sigma_n^2}{\sigma^2}\left(1-\frac1N\right).
\end{equation}
For $\sigma_n=0.5$ nm, $G=(0.25/1.44)(0.9975)=0.173$. This is larger than the deficit and has the opposite sign.

The beam has a finite width along the edge. Model the detected position as a local average of $x$ with a Gaussian weight of rms width $\beta$. This linear average is an assumption about the detection. Small edge slopes cannot be invoked to justify it here, because the rms slope between two points of an edge with exponential covariance grows without limit as their separation tends to zero. The variance of the averaged edge involves the separation $w$ of two points drawn independently from the weight. This separation is Gaussian with variance $2\beta^2$, so the variance is $\sigma^2E[e^{-|w|/\xi}]$. The required moments are
\begin{equation}
E|w|=\frac{2\beta}{\sqrt\pi},\qquad E[w^2]=2\beta^2 .
\end{equation}
For $\beta\ll\xi$, expanding the exponential to second order gives the fractional loss
\begin{equation}
B\simeq\frac{E|w|}{\xi}-\frac{E[w^2]}{2\xi^2}
=\frac{2}{\sqrt\pi}\frac\beta\xi-\frac{\beta^2}{\xi^2}.
\label{eq:beam}
\end{equation}
The loss is linear in $\beta$ because the exponential covariance has a cusp at zero separation. For $\beta=1$ nm, \eqref{eq:beam} gives $0.0564-0.0025=0.054$. The full sampled calculation, including mean subtraction, gives $0.054$ as well. For wider beams the expansion understates the loss: at $\beta/\xi=0.3$ it gives $0.249$, while the full average $1-E[e^{-|w|/\xi}]$ is $0.265$. A beam one twentieth as wide as the correlation length thus removes over half as much variance as the mean does.

With noise and beam averaging both present, the expected raw variance is
\begin{equation}
E[s_{\rm raw}^2]\simeq\sigma^2(1-D_N-B+G).
\end{equation}
Its value here is $1.44(1-0.095-0.054+0.173)=1.47$ nm$^2$, slightly above the true variance. The agreement with $\sigma^2$ to about $2\%$ is a cancellation for these settings and is not evidence that any of the three effects is small.

\subsection{Scatter from one edge to another}

The expected deficit is a statement about an average. To find the scatter of $s^2$, assume in addition that $x$ is a Gaussian process. Write the samples as a vector $\mathbf x$ with covariance matrix $\mathbf C$, and let $\mathbf P$ be the symmetric matrix that subtracts the mean, $P_{ij}=\delta_{ij}-1/N$. Since $\mathbf P^2=\mathbf P$, $s^2=\mathbf x^{\mathsf T}\mathbf P\mathbf x/N$. For zero-mean Gaussian variables,
\begin{equation}
\operatorname{Cov}(x_ix_j,x_kx_l)=C_{ik}C_{jl}+C_{il}C_{jk}.
\end{equation}
Summing this with the weights $P_{ij}P_{kl}$ gives two equal terms, hence
\begin{equation}
\operatorname{Var}(s^2)=\frac2{N^2}\operatorname{tr}(\mathbf P\mathbf C\mathbf P\mathbf C).
\label{eq:scatter}
\end{equation}

For a long segment, mean subtraction changes this trace at higher order in $\xi/L$. Setting $\mathbf P$ to the identity and replacing the sums by integrals gives
\begin{align}
\operatorname{Var}(s^2)&\simeq\frac2{L^2}\int_0^L\!\int_0^LC(y-y')^2\,dy\,dy'
\nonumber\\
&\simeq\frac{4\sigma^4}{L}\int_0^\infty e^{-2u/\xi}\,du
=\frac{2\sigma^4\xi}{L}.
\label{eq:scatterlaw}
\end{align}
For a segment of 4000 nm with a 2 nm pitch, \eqref{eq:scatter} gives $\operatorname{Var}(s^2)/\sigma^4=0.0098$, against $0.0100$ from \eqref{eq:scatterlaw}.

The leading bias and the leading standard deviation of $s^2$, both relative to $\sigma^2$, are therefore $2\xi/L$ and $\sqrt{2\xi/L}$. For a long segment the scatter of one measurement exceeds the bias. In the 400 nm example, \eqref{eq:scatter} gives a standard deviation of $0.281\,\sigma^2$. The number of independent edges whose average has a standard error equal to the deficit is
\begin{equation}
M=\left(\frac{0.281}{0.095}\right)^2\simeq9 .
\end{equation}
A standard error of one third of the deficit needs nine times as many, about 80 edges. Averaging over more segments of the same length reduces the scatter but leaves the bias unchanged.

A simulation of 20\,000 Gaussian edges, with the mean subtracted from each, gave an average $s^2$ of $1.310$ nm$^2$ with a standard error of $0.003$ nm$^2$. The prediction is $1.303$ nm$^2$. The simulated value is high by $2.3$ standard errors, a deviation that chance would produce in about one run in fifty. The simulation resolves the deficit clearly, but supports its size less closely than the two integrals do. The simulated wander of the mean was $0.371$ nm, against a predicted $0.370$ nm.

The average of the single-edge values $\sqrt{s^2}$ was $1.131$ nm, while the root of the average variance was $\sqrt{1.310}=1.145$ nm. The square root is a concave function, so scatter in $s^2$ lowers the average of the roots. Variances should therefore be averaged before the root is taken.

\subsection{Applying the correction}

Let $\langle s_{\rm raw}^2\rangle$ be the average measured variance over many segments of equal length. If the noise variance, beam width and correlation length are known, the expected balance can be solved for the true variance:
\begin{equation}
\sigma_{\rm est}^2=
\frac{\langle s_{\rm raw}^2\rangle-\sigma_n^2(1-1/N)}{1-D_N-B}.
\label{eq:correct}
\end{equation}
Noise is subtracted first because it does not share the correlation of the edge. If a tilt has been removed, $D_N$ is replaced by $D_N+T$ and the noise factor by $1-2/N$, because two fitted functions have been projected out. The change of $B$ caused by mean and tilt removal is neglected here, which requires a segment several correlation lengths long. With tilt removed, the other example values held fixed and the exact $D_N+T$, the recovered variance is high by $0.2\%$ at $L=5\xi$ but by about $11\%$ at $L=\xi$. The series \eqref{eq:tilt} for $T$ likewise requires $a\ll1$.

The correction depends on $\xi$. For a long segment $D\simeq2a-2a^2$. With the noise and beam terms set aside, $\sigma_{\rm est}^2=\langle s^2\rangle/(1-D)$, and a small error $\delta\xi$ gives
\begin{equation}
\frac{\delta\sigma_{\rm est}^2}{\sigma_{\rm est}^2}
=\frac{\delta D}{1-D}
\simeq\frac{2a-4a^2}{1-D}\,\frac{\delta\xi}{\xi}.
\end{equation}
The coefficient is $0.090/0.905=0.10$ here. An error of $20\%$ in $\xi$ changes the corrected variance by about $2\%$, much less than the deficit being corrected.

The value of $\xi$ must not be read from the covariance of mean-subtracted data without allowance for the same bias. For two points separated by $u$,
\begin{align}
E\big[(x(y)-\bar x)(x(y+u)-\bar x)\big]
={}&C(u)-E[x(y)\bar x]
\nonumber\\
&-E[x(y+u)\bar x]+\operatorname{Var}(\bar x).
\end{align}
Away from the ends of a long segment, $E[x(y)\bar x]=L^{-1}\int_0^LC(y-y')\,dy'\simeq2\sigma^2\xi/L$. The last term has the same leading value. The sum is therefore $C(u)-2\sigma^2\xi/L$ at leading order. The whole estimated covariance is shifted downwards, and it reaches $1/e$ of its initial value too early. A fit that includes this offset allows for the shift at leading order. A fit of \eqref{eq:restate} to noise-corrected variances from several segment lengths uses the full deficit of the exponential model. Beam averaging is a separate bias. It lowers the variance at each point but leaves the integral of the covariance unchanged. If it is left in the variances of long segments, the second fit therefore returns too small a variance and too long a correlation length. If all segments are only a few correlation lengths long or shorter, the fitted variance can instead be too large.

\subsection{Relation to real resist lines}

The example lies in a regime roughly typical of resist lines printed with extreme-ultraviolet light, where the rms roughness of an edge is of order 1 nm and the correlation length is of order 10 nm. The noise and beam widths are likewise rough values and depend on dose, focus and edge algorithm. A 400 nm window is short compared with fields of a micrometre or more; at 2000 nm and the same $\xi$ the deficit is $2\%$. Real edges need not have an exponential correlation. Replacing it by the Gaussian form at the same $1/e$ length changes the deficit from $0.095$ to $0.086$. The beam loss is far more sensitive to the shape. Without the cusp it is $1-(1+4\beta^2/\xi^2)^{-1/2}\simeq0.005$ instead of $0.054$, so \eqref{eq:beam} applies only where the exponential form holds down to the scale of the beam. For raw data the neglect of detection noise matters more, since it shifts the variance by $0.17\,\sigma^2$ at the assumed noise level. Slow variations along the line, for example from image distortion, are not described by a single short correlation length and need their own term in the covariance. The main computed values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
True rms roughness sigma: 1.20 nm
True variance sigma^2: 1.4400 nm^2
Correlation length xi: 20.0 nm
Segment length L: 400.0 nm
Sampling pitch: 1.0 nm, points: 400
Ratio xi/L: 0.0500
Leading deficit 2 xi/L: 0.10000
Exact deficit D: 0.09500
Deficit by double integral: 0.09500
Deficit by spectral integral: 0.09500
Variance share in |f| < 1/(2L): 0.09919
Expected measured variance: 1.3032 nm^2
Square root of expected variance: 1.1416 nm
Rms wander of segment mean: 0.3699 nm
Sigma recovered with leading term only: 1.2033 nm
Segment length (nm), exact D, 2 xi/L, root of E[s^2] (nm):
      20  0.73576  2.00000  0.6169
      50  0.50627  0.80000  0.8432
     100  0.32054  0.40000  0.9892
     200  0.18000  0.20000  1.0866
     400  0.09500  0.10000  1.1416
    1000  0.03920  0.04000  1.1762
    2000  0.01980  0.02000  1.1881
Simulated edges: 20000
Simulated mean variance: 1.3100 nm^2
Standard error of that mean: 0.0029 nm^2
Simulated wander of segment mean: 0.3713 nm
Simulated mean of single-edge rms: 1.1312 nm
Neglected effects, as fractions of sigma^2:
  Edge noise 0.5 nm rms adds: 0.17318
  Beam averaging 1.0 nm rms removes: 0.05398
  Sampling changes deficit by: 2.19e-05
  Tilt removal, extra deficit (formula): 0.08515
  Total deficit with tilt removed (matrix): 0.18020
  Deficit for Gaussian correlation, same xi: 0.08612
  Scatter of s^2 from one edge (std): 0.2813
Edges for standard error equal to deficit: 8.8
Long-segment scatter test, Var(s^2)/sigma^4: 0.00981
Long-segment law 2 xi/L for that test: 0.01000
\end{verbatim}
